# Transmission of a smooth graphene p-n junction in a uniform field: verification in Python

```python
"""
Transmission of a smooth graphene p-n junction in a uniform field.
Result under test: T(ky) = exp(-pi * ky^2 * l^2), l = sqrt(hbar v / F), T(0) = 1,
for H = hbar v (sigma_x kx + sigma_y ky) + F x.
F: slope of the potential energy, ky: conserved transverse wavevector,
v: Dirac velocity, q = ky*l and s = x/l: dimensionless wavevector and position.
The Dirac equation is integrated numerically and compared with the formula.
In the solver all energies are divided by hbar v, so they are wavevectors.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import solve_ivp, quad
from scipy.interpolate import CubicSpline


def scatter(potential, ky, x_left, x_right, mass=0.0, energy=0.0):
    """Transmission and reflection from the Dirac equation itself."""
    def derivative(x, psi):
        g = energy - potential(x)
        upper = (g - mass) * psi[0] + 1j * ky * psi[1]
        lower = (g + mass) * psi[1] - 1j * ky * psi[0]
        return np.array([1j * lower, 1j * upper])

    def modes(x):
        matrix = np.column_stack([derivative(x, np.array([1, 0], complex)),
                                  derivative(x, np.array([0, 1], complex))])
        vectors = np.linalg.eig(matrix)[1]
        current = 2 * np.real(np.conj(vectors[0]) * vectors[1])
        order = np.argsort(-current)          # right mover first
        return vectors[:, order], current[order]

    v_right, j_right = modes(x_right)
    v_left, j_left = modes(x_left)
    run = solve_ivp(derivative, (x_right, x_left), v_right[:, 0].astype(complex),
                    method="DOP853", rtol=1e-9, atol=1e-11)
    assert run.success
    amplitude = np.linalg.solve(v_left, run.y[:, -1])
    incident = abs(amplitude[0])**2 * j_left[0]
    return j_right[0] / incident, -abs(amplitude[1])**2 * j_left[1] / incident


def linear(s):
    return s


# --- uniform field: numerical Dirac solution against the exponential law
q_grid = np.arange(0, 2.01, 0.25)
t_grid = []
for q in q_grid:
    t_num, r_num = scatter(linear, q, -20.0, 20.0)
    assert abs(t_num + r_num - 1) < 1e-5
    assert abs(t_num / np.exp(-np.pi * q**2) - 1) < 3e-3
    t_grid.append(t_num)
t_grid = np.array(t_grid)
t_shift = scatter(linear, 0.5, -20.0, 20.0, energy=3.0)[0]
assert abs(t_shift - np.exp(-np.pi * 0.25)) < 1e-3
# integral of T over all q fixes the conductance; T is even in q
area = 0.25 * (t_grid[0] + 2 * t_grid[1:].sum())
assert abs(area - 1) < 1e-3

# --- a mass term adds in quadrature to ky
t_mass = scatter(linear, 0.3, -20.0, 20.0, mass=0.4)[0]
assert abs(t_mass - np.exp(-np.pi * (0.3**2 + 0.4**2))) < 1e-3


# --- normal incidence is perfect for an arbitrary scalar potential
def bumpy(x):
    return 3 * np.tanh(3 * x) + 2 * np.exp(-(x - 1)**2) - 4 * np.exp(-4 * (x + 2)**2)


t_bumpy0 = scatter(bumpy, 0.0, -12.0, 12.0)[0]
t_bumpy1 = scatter(bumpy, 1.0, -12.0, 12.0)[0]
assert abs(t_bumpy0 - 1) < 1e-6 and t_bumpy1 < 0.99

# --- integral solution: current conservation and both asymptotic limits
mp.mp.dps = 30
q_test = mp.mpf("0.8")
y_test = q_test**2 / 2
c = mp.mpc(1, 1)


def amplitudes(s):
    pieces = list(range(0, 21))
    def weight(t):
        return mp.exp(-1j * y_test * mp.log(t) - t * t / 2 - c * s * t)
    integral = mp.quad(weight, pieces)
    slope = mp.quad(lambda t: -c * t * weight(t), pieces)
    phase = mp.exp(-0.5j * s * s)
    return phase * (slope - 2j * s * integral) / q_test, phase * integral


s_far = mp.mpf(7)
a_right, b_right = amplitudes(s_far)
a_left, b_left = amplitudes(-s_far)
flux_right = abs(a_right)**2 - abs(b_right)**2
flux_left = abs(a_left)**2 - abs(b_left)**2
assert abs(flux_right / flux_left - 1) < 1e-8
gamma = mp.gamma(1 - 1j * y_test)
a_limit = 2 / q_test**2 * abs(gamma)**2 * mp.exp(-mp.pi * y_test / 2)
b_limit = 2 * mp.pi * mp.exp(mp.pi * y_test / 2)
assert abs(abs(a_right)**2 / a_limit - 1) < 0.01
# at finite s the left amplitude also holds the decaying end-point term
saddle = mp.sqrt(2 * mp.pi) * (c * s_far)**(-1j * y_test) * mp.exp(0.5j * s_far**2)
endpoint = gamma * (-c * s_far)**(-1 + 1j * y_test) * mp.exp(-0.5j * s_far**2)
assert abs(abs(saddle)**2 / b_limit - 1) < 1e-10
assert abs(b_left / (saddle + endpoint) - 1) < 0.01
ratio_rt = b_limit / a_limit
t_q, r_q = scatter(linear, float(q_test), -20.0, 20.0)
assert abs(float(ratio_rt) / (r_q / t_q) - 1) < 3e-3

# --- worked example, lengths in nm and energies in eV
velocity = 1.0e6
hbar_v = const.hbar * velocity / const.e * 1e9
fermi = 0.2
width = 100.0
slope = 2 * fermi / width
k_fermi = fermi / hbar_v
density = k_fermi**2 / np.pi
length = np.sqrt(hbar_v / slope)
conductance_unit = 4 * const.e**2 / const.h
g_junction = conductance_unit / (2 * np.pi * length) * 1e6     # mS per um
g_uniform = conductance_unit * k_fermi / np.pi * 1e6           # mS per um
half_angle = np.degrees(np.arcsin(np.sqrt(np.log(2) / np.pi) / (length * k_fermi)))


def ramp(x):
    return k_fermi * np.tanh(2 * x / width)


angle_rows = []
for angle in (0, 5, 10, 20):
    ky = k_fermi * np.sin(np.radians(angle))
    t_formula = np.exp(-np.pi * (ky * length)**2)
    t_ramp = scatter(ramp, ky, -4 * width, 4 * width)[0]
    turning = width / 2 * np.arctanh(ky / k_fermi)
    action = 0.0
    if angle:
        action = 4 * quad(lambda x: np.sqrt(max(ky**2 - ramp(x)**2, 0)), 0, turning)[0]
        flat_action = 4 * quad(lambda x: np.sqrt(max(ky**2 - (x / length**2)**2, 0)),
                               0, ky * length**2)[0]
        assert abs(flat_action / (np.pi * (ky * length)**2) - 1) < 1e-6
    assert abs(np.log(t_ramp) + action) < 0.02
    angle_rows.append((angle, ky, t_formula, t_ramp))

# --- neglected: screening by the carriers of the sheet (Thomas-Fermi, far gates)
kappa = 4.0
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e9        # eV nm


def screened(step, half_length):
    """Odd potential energy on x > 0 for a gate-set linear density crossover."""
    x = (np.arange(int(round(half_length / step))) + 0.5) * step
    gate = density * np.minimum(2 * x / width, 1.0)
    def log_integral(u):
        return u * np.log(np.abs(u)) - u
    minus = x[:, None] - x[None, :]
    plus = x[:, None] + x[None, :]
    green = -2 * coulomb / kappa * (
        log_integral(minus + step / 2) - log_integral(minus - step / 2)
        - log_integral(plus + step / 2) + log_integral(plus - step / 2))
    energy = hbar_v * np.sqrt(np.pi * gate)
    for _ in range(40):
        residual = energy - green @ (gate - energy * np.abs(energy) / (np.pi * hbar_v**2))
        jacobian = np.eye(len(x)) + green * (2 * np.abs(energy) / (np.pi * hbar_v**2))
        change = np.linalg.solve(jacobian, residual)
        energy = energy - change
        if np.max(np.abs(change)) < 1e-11:
            break
    assert np.max(np.abs(change)) < 1e-9
    return x, energy


x_scr, u_scr = screened(0.5, 500.0)
x_coarse, u_coarse = screened(1.0, 500.0)
x_long, u_long = screened(1.0, 1000.0)
slope_scr = u_scr[0] / x_scr[0]
assert abs(u_coarse[0] / x_coarse[0] / slope_scr - 1) < 0.03       # grid step
assert abs(u_long[0] / u_coarse[0] - 1) < 0.03                     # cut-off length
spline = CubicSpline(np.concatenate([-x_scr[::-1], x_scr]),
                     np.concatenate([-u_scr[::-1], u_scr]) / hbar_v)
ky10 = angle_rows[2][1]
t_scr_formula = np.exp(-np.pi * hbar_v * ky10**2 / slope_scr)
t_scr_dirac = scatter(lambda x: float(spline(x)), ky10, -400.0, 400.0)[0]
assert t_scr_dirac > angle_rows[2][2]

# --- neglected: temperature, warping, gap, disorder
temperature = 300.0
kt = const.k * temperature / const.e
mean_square = quad(lambda z: z**2 / (4 * np.cosh(z / 2)**2), -40, 40)[0]
thermal_loss = mean_square * (kt / fermi)**2
bond = 0.142
neighbours = bond * np.array([[0, 1], [np.sqrt(3) / 2, -0.5], [-np.sqrt(3) / 2, -0.5]])
corner = np.array([4 * np.pi / (3 * np.sqrt(3) * bond), 0])
directions = np.linspace(0, 2 * np.pi, 361)
k_points = corner + k_fermi * np.column_stack([np.cos(directions), np.sin(directions)])
band = np.abs(np.exp(1j * k_points @ neighbours.T).sum(axis=1))
warping = np.max(np.abs(band / (1.5 * bond * k_fermi) - 1))
half_gap = 0.010
t_gap = np.exp(-np.pi * half_gap**2 / (hbar_v * slope))
mobility = 5.0e4
free_path = const.hbar * k_fermi * 1e9 * mobility * 1e-4 / const.e * 1e9

print("UNIFORM FIELD: q, T from Dirac equation, exp(-pi q^2)")
for q, t_num in zip(q_grid[:7], t_grid[:7]):
    print(f"  {q:.2f}  {t_num:.6f}  {np.exp(-np.pi * q**2):.6f}")
print(f"integral of numerical T over q: {area:.5f}")
print(f"T at q=0.5 with energy shifted by 3: {t_shift:.5f}")
print(f"T with q=0.3 and mass 0.4: {t_mass:.5f}")
print(f"bumpy potential: T(ky=0) {t_bumpy0:.7f}, T(ky=1) {t_bumpy1:.4f}")
print(f"q=0.8: |a_R|^2 limit {float(a_limit):.5f}, |b_L|^2 limit {float(b_limit):.5f}")
print(f"q=0.8: R/T from limits {float(ratio_rt):.4f}, from Dirac {r_q / t_q:.4f}")
print("EXAMPLE")
print(f"velocity {velocity:.1e} m/s, hbar v {hbar_v:.4f} eV nm")
print(f"Fermi energies +-{fermi:.2f} eV, ramp width {width:.0f} nm")
print(f"slope {slope * 1e3:.3f} meV/nm, field {slope * 10:.4f} MV/cm")
print(f"kF {k_fermi:.4f} 1/nm, density {density * 1e14:.3e} 1/cm2")
print(f"length l {length:.3f} nm, kF*l {k_fermi * length:.3f}")
print("angle deg, ky 1/nm, T uniform field, T tanh ramp")
for angle, ky, t_formula, t_ramp in angle_rows:
    print(f"  {angle:2d}  {ky:.5f}  {t_formula:.5f}  {t_ramp:.5f}")
print(f"forbidden strip at 10 deg, full width: {2 * ky10 * length**2:.2f} nm")
print(f"angle where T = 1/2: {half_angle:.2f} deg")
print(f"junction conductance per width: {g_junction:.3f} mS/um")
print(f"same sheet without junction: {g_uniform:.3f} mS/um")
print("NEGLECTED EFFECTS")
print(f"screening: dielectric constant {kappa:.1f}, far gates")
print(f"  central slope {slope_scr * 1e3:.2f} meV/nm, ratio {slope_scr / slope:.3f}")
print(f"  conductance factor sqrt(ratio) {np.sqrt(slope_scr / slope):.3f}")
print(f"  T at 10 deg: formula with this slope {t_scr_formula:.4f}")
print(f"  T at 10 deg: Dirac in screened potential {t_scr_dirac:.4f}")
print(f"temperature {temperature:.0f} K, kT {kt * 1e3:.2f} meV")
print(f"  mean slope loss in tanh ramp {thermal_loss * 100:.2f} %")
print(f"trigonal warping of energy at kF: {warping * 100:.2f} %")
print(f"half-gap {half_gap * 1e3:.0f} meV: T at normal incidence {t_gap:.4f}")
print(f"mobility {mobility:.0f} cm2/Vs: mean free path {free_path:.0f} nm")
print("success")
```

Running it gives:

```
UNIFORM FIELD: q, T from Dirac equation, exp(-pi q^2)
  0.00  1.000000  1.000000
  0.25  0.821714  0.821725
  0.50  0.455922  0.455938
  0.75  0.170823  0.170820
  1.00  0.043219  0.043214
  1.25  0.007381  0.007382
  1.50  0.000851  0.000851
integral of numerical T over q: 0.99999
T at q=0.5 with energy shifted by 3: 0.45594
T with q=0.3 and mass 0.4: 0.45592
bumpy potential: T(ky=0) 1.0000000, T(ky=1) 0.7361
q=0.8: |a_R|^2 limit 1.60588, |b_L|^2 limit 10.38676
q=0.8: R/T from limits 6.4679, from Dirac 6.4676
EXAMPLE
velocity 1.0e+06 m/s, hbar v 0.6582 eV nm
Fermi energies +-0.20 eV, ramp width 100 nm
slope 4.000 meV/nm, field 0.0400 MV/cm
kF 0.3039 1/nm, density 2.939e+12 1/cm2
length l 12.828 nm, kF*l 3.898
angle deg, ky 1/nm, T uniform field, T tanh ramp
   0  0.00000  1.00000  1.00000
   5  0.02648  0.69589  0.69541
  10  0.05276  0.23711  0.23452
  20  0.10392  0.00376  0.00316
forbidden strip at 10 deg, full width: 17.36 nm
angle where T = 1/2: 6.92 deg
junction conductance per width: 1.923 mS/um
same sheet without junction: 14.988 mS/um
NEGLECTED EFFECTS
screening: dielectric constant 4.0, far gates
  central slope 10.00 meV/nm, ratio 2.500
  conductance factor sqrt(ratio) 1.581
  T at 10 deg: formula with this slope 0.5623
  T at 10 deg: Dirac in screened potential 0.5169
temperature 300 K, kT 25.85 meV
  mean slope loss in tanh ramp 5.50 %
trigonal warping of energy at kF: 1.10 %
half-gap 10 meV: T at normal incidence 0.8875
mobility 50000 cm2/Vs: mean free path 1000 nm
success
```
